Why the geometric phase aids diabatic-like passage through a conical intersection

Q: I am told that the geometric phase helps a wave packet through a conical intersection because it cancels a repulsive 1/r² term. Before I ask whether that is right, which model does the claim refer to?

A: Two nuclear coordinates, x = r cosφ and y = r sinφ, and two electronic states whose energies and coupling are linear in them. I add a harmonic well to keep the motion bounded:

H = −½∇² + ½r² + κr W(φ), W(φ) = cosφ σz + sinφ σx.

The matrices act on two diabatic states, which do not depend on the nuclear position. I set ħ, the nuclear mass M and the oscillator frequency ω equal to 1. Lengths are then in units of √(ħ/Mω) and energies in ħω.

Since W² = 1 and W has zero trace, its eigenvalues are +1 and −1. The eigenvectors can be chosen real:

|+⟩ = (cos(φ/2), sin(φ/2)), |−⟩ = (−sin(φ/2), cos(φ/2)).

For instance, the first component of W|+⟩ is cosφ cos(φ/2) + sinφ sin(φ/2) = cos(φ/2), as it should be. The adiabatic surfaces are therefore ½r² + κr and ½r² − κr, and they touch at r = 0.

Q: Where does the repulsion come from?

A: From the change of the electronic state as the nuclei move. Differentiating the eigenvectors gives

∂φ|+⟩ = ½|−⟩, ∂φ|−⟩ = −½|+⟩.

The radial derivative vanishes and the angular part of the gradient is (1/r)∂φ. The diagonal correction on either surface is thus

½⟨∇n|∇n⟩ = ½ · (1/r²) · ¼ = 1/(8r²).

In ordinary units it is ħ²/(8Mr²). At r = 0.781 the formula gives 0.2049, and so does a calculation from numerical eigenvectors at neighbouring points.

The half angle has a second consequence. When φ grows by 2π, both eigenvectors change sign. That sign is the geometric phase. A loop that does not enclose the intersection gives no sign change.

Q: How does a sign enter the nuclear problem?

A: Write the total wavefunction as

Ψ = |+⟩F₊ + |−⟩F₋.

Ψ must return to itself after a full turn. The electronic states return with a minus sign, so F₊ and F₋ must do so too. If their angular dependence is exp(ijφ), then exp(2πij) = −1 and

j = ±½, ±3/2, ±5/2, …

To omit the geometric phase means to keep the same differential equations but demand single-valued F₊ and F₋. The half-odd j is then replaced by an integer m, and the lowest component is m = 0.

Q: Then let me ask it directly. On one surface, does the half-odd j cancel the 1/(8r²)?

A: No. On one surface it adds to the repulsion. To see this we need the angular kinetic energy, −(1/2r²)∂φ², acting on Ψ. One derivative gives

∂φΨ = |+⟩(F₊′ − ½F₋) + |−⟩(F₋′ + ½F₊),

where the prime means ∂φ. Applying the same rule again, the coefficient of |+⟩ is

F₊″ − ½F₋′ − ½(F₋′ + ½F₊) = F₊″ − F₋′ − ¼F₊,

and the coefficient of |−⟩ is

F₋″ + ½F₊′ + ½(F₊′ − ½F₋) = F₋″ + F₊′ − ¼F₋.

Now put F₊ = R₊(r)exp(ijφ) and F₋ = R₋(r)exp(ijφ), so that each prime gives a factor ij. The operator −∂φ² then yields

upper: (j² + ¼)R₊ + ij R₋
lower: (j² + ¼)R₋ − ij R₊.

There are three contributions: j² is centrifugal, ¼ is the diagonal correction, and the terms ±ij are the derivative coupling between the surfaces. Everything is to be multiplied by 1/(2r²).

If only one surface is kept, the derivative coupling is dropped and the coefficient is j² + ¼. Its lowest value is ¼ + ¼ = ½ with the geometric phase and 0 + ¼ = ¼ without it. The repulsion has doubled.

Q: Is that increase visible in an energy?

A: Yes. For κ = 1, the lowest level of the lower surface alone is 0.354 with the geometric phase and 0.234 without it.

There is also a simple limit. For κ ≫ 1 the lower surface has a deep circular trough at r = κ, from the condition r − κ = 0. The two boundary conditions differ there by ¼ in the angular coefficient, so to leading order the geometric phase raises the lowest level by

¼ · 1/(2κ²) = 1/(8κ²).

The other surface cannot undo this. The derivative coupling has magnitude |j|/(2r²) = 1/(4κ²) for |j| = ½, and the vertical gap is 2κr = 2κ². Second-order perturbation theory estimates the lowering as

(1/(4κ²))² / (2κ²) = 1/(32κ⁶),

which is much smaller than 1/(8κ²). Both expressions are limits for large κ, and the second is approached slowly. At κ = 4 the rise is 0.0087 (formula 0.0078) and the lowering 1.4×10⁻⁵ (formula 7.6×10⁻⁶). At κ = 2 the lowering is still about 0.012, a quarter of the rise of about 0.048. For motion confined to the trough, cancellation is the wrong description.

Q: So the claim I was told is false?

A: It is incomplete. A cancellation does occur, but in the coupled two-surface problem, and the derivative coupling does the subtracting. Form the combinations

R_a = (R₊ − iR₋)/√2, R_b = (R₊ + iR₋)/√2.

Take the upper line above minus i times the lower line. The coupling terms become

ijR₋ − i(−ij)R₊ = ijR₋ − jR₊ = −j(R₊ − iR₋).

Thus R_a has its own angular coefficient, which I call ν_a². Taking the upper line plus i times the lower line reverses the sign of the last term and gives ν_b²:

ν_a² = j² + ¼ − j = (j − ½)²
ν_b² = j² + ¼ + j = (j + ½)².

For j = ½, term by term,

ν_a² = ¼ + ¼ − ½ = 0
ν_b² = ¼ + ¼ + ½ = 1.

For j = −½ the roles of a and b are exchanged. One combination has no angular barrier at all: the coupling has removed both the diagonal correction and the centrifugal term that the geometric phase introduced.

Q: And if the geometric phase is omitted?

A: With m = 0 the derivative coupling is proportional to zero. Both combinations keep the coefficient ¼, which is the full diagonal correction. The geometric phase does not subtract anything itself. It supplies a nonzero j, and a nonzero j lets the derivative coupling act in the lowest component.

Q: Can you tell me physically what the barrier-free combination is?

A: It is an ordinary s-wave in a fixed electronic state. Put R_b = 0 and j = ½. Then R₊ = R_a/√2 and R₋ = iR_a/√2, so that

Ψ = R_a exp(iφ/2)(|+⟩ + i|−⟩)/√2.

The first component of |+⟩ + i|−⟩ is cos(φ/2) − i sin(φ/2) = exp(−iφ/2). The second is sin(φ/2) + i cos(φ/2) = i exp(−iφ/2). The two phases cancel:

Ψ = R_a(r) (1, i)/√2.

Nothing in this function depends on φ, so it has no angular kinetic energy. In the diabatic picture there was no repulsion to begin with. The adiabatic picture divides this smooth function into equal parts on two surfaces and must restore its smoothness through three singular terms.

Q: Could I simplify a simulation by keeping the geometric phase and the coupling but dropping the diagonal correction?

A: That destroys the model. For j = ½ the a channel would have coefficient ¼ − ½ = −¼, an attraction −1/(8r²). Try the radial function f = r^ε exp(−r²/2) with small positive ε. The attraction contributes

−(1/8)∫ r^(2ε−1) exp(−r²) dr = −Γ(ε)/16 ≈ −1/(16ε).

The radial kinetic energy is ½∫(ε/r − r)²f² r dr. Its most singular part is ε²Γ(ε)/4 ≈ ε/4, so it stays finite, as does the oscillator energy. The norm ∫f² r dr tends to ½. The energy per unit norm therefore behaves as −1/(8ε), and there is no lowest state. Numerically it is −0.20 for ε = 0.1 and −11.5 for ε = 0.01.

Q: What do the full radial equations look like, and does the wavefunction reach the intersection?

A: The electronic splitting acts as +κr on R₊ and −κr on R₋. In the definition of R_a this turns R₊ − iR₋ into κr(R₊ + iR₋), so it converts R_a into R_b and the reverse. Hence

[−½(d²/dr² + (1/r)d/dr − ν_a²/r²) + ½r²]R_a + κr R_b = E R_a

and the same equation holds with a and b exchanged. Close to r = 0 the derivative and barrier terms dominate. Inserting r^s gives s² = ν², and the regular solution is r^ν with ν ≥ 0.

With the geometric phase, the channel with ν = 0 has a finite amplitude at r = 0. This occurs for j = ±½ and for no other j. Without it, the smallest ν is ½ and the density vanishes in proportion to r. The alternative r^(−½) could be normalized, but its kinetic energy diverges at the origin, so I exclude it.

Q: How do you know that the half-odd problem is the correct one?

A: It can be compared with the original diabatic Hamiltonian in Cartesian coordinates, where no phase convention or angular separation is needed. At κ = 1 that calculation gives a lowest doublet at 0.23303. The radial equations with half-odd j give the same value, and the eight lowest levels agree within numerical precision. The density at the intersection, averaged over the doublet, is 0.0875 by both routes.

Without the geometric phase the lowest level is 0.23423. It equals the level of the lower surface alone, because m = 0 does not couple the surfaces. The pairing j, −j that produces the doublet is also absent for m = 0.

Q: Those two energies are nearly equal. Does that make the geometric phase unimportant here?

A: No, since two changes of opposite sign nearly balance at this κ. On the lower surface alone the geometric phase raises the level by 0.354 − 0.234 = 0.120. Admitting the upper surface then lowers it by 0.354 − 0.233 = 0.121. I read this balance as a result for κ = 1. In the deep-trough limit above, the lowering is far too small to balance the increase.

Q: Let us turn to passage. What do you mean by diabatic-like?

A: The electronic state stays the same while the nuclei cross. Along y = 0 the first diabatic state has potential ½x² + κx. For x > 0 this is the upper surface, and for x < 0 it is the lower one. A packet that comes in from positive x and keeps its electronic state must therefore change adiabatic surface. The population that arrives on the lower surface measures diabatic-like passage.

Q: Why should the angular coefficients control that population?

A: Consider first a sudden crossing, so fast that κr has no time to act near the centre. Each channel is then a free radial wave, a Bessel function with the large-distance form

J_ν(kr) ≈ √(2/(πkr)) cos(kr − πν/2 − π/4).

The cosine contains an incoming wave exp(−ikr) with phase factor exp(iπν/2 + iπ/4), and an outgoing wave exp(ikr) with the conjugate factor. The outgoing amplitude relative to the incoming one is therefore exp(−iπν), times −i, which is common to all channels.

A packet on the upper surface has R₋ = 0, hence R_a = R_b. Take both incoming amplitudes as 1/√2. Inverting the definitions gives R₋ = i(R_a − R_b)/√2, so the probability on the lower surface afterwards is

P = ¼|exp(−iπν_a) − exp(−iπν_b)|² = sin²[π(ν_b − ν_a)/2].

For every half-odd j, ν_a = |j − ½| and ν_b = |j + ½| differ by one, and P = 1. The same holds for every nonzero integer m. For m = 0 the two are equal and P = 0. Omitting the geometric phase thus introduces one exceptional component that cannot change surface.

That zero does not depend on the sudden limit. For m = 0 the equations for R₊ and R₋ are uncoupled at any speed.

Q: Real packets have finite speed. What then?

A: A semiclassical estimate follows from the Landau–Zener formula. Let a trajectory pass the intersection at distance b with speed v, parallel to the x axis. The diabatic energy difference is 2κx and changes at the rate 2κv, while the diabatic coupling is κb. The probability of keeping the diabatic state is

P = exp[−2π(κb)²/(2κv)] = exp(−πκb²/v).

With angular momentum |j| = bv this becomes

P_j ≈ exp(−πκj²/v³).

Fast, nearly central passage is diabatic-like. If κj²/v³ is large, the packet follows its adiabatic surface instead, and the geometric phase cannot prevent that.

Q: Can you give me an example with numbers?

A: I take κ = 1 and a Gaussian of unit norm at rest on the upper surface, centred at x₀ = 4:

g = π^(−½) exp{−[(x − 4)² + y²]/2}.

These are round model parameters and represent no particular molecule. The same g serves as F₊ with and without the geometric phase. With it, F₊ must change sign across a cut, which I place on the negative x axis. There g is at most exp(−8) ≈ 0.0003 of its peak value, so the two starting packets are practically the same where the packet is.

Energy conservation for the centre gives

½v² = ½ · 4² + 1 · 4 = 12, v = √24 = 4.90,

and v³ ≈ 118. If the diabatic coupling κy is neglected, the centre moves on the first diabatic potential as x(t) = −1 + 5cos t. It then crosses when cos t = 1/5, at t = 1.37.

At that time the angle-averaged density at r = 0.01 is 0.360 with the geometric phase and 0.0225 without it, a ratio of 16. This is the repulsion seen directly: without the geometric phase the density vanishes at the intersection. The ratio depends on the chosen radius and grows as 1/r towards the centre, so 16 is not a general measure of the effect. At t = 2.5, after the passage, the lower surface holds

with geometric phase: 0.843
without geometric phase: 0.700.

A propagation of the diabatic Hamiltonian on a Cartesian grid also gives 0.843.

Q: Does the difference really come from m = 0?

A: The separate components show it. With the geometric phase the computed transfer and the Landau–Zener estimate are

|j| = ½: 0.9925 and 0.9933
|j| = 3/2: 0.937 and 0.942
|j| = 5/2: 0.841 and 0.846.

Without the geometric phase, the transfer is 0.971 for |m| = 1 and 0.892 for |m| = 2. These values lie between those of the neighbouring half-odd components, as expected if all of them follow one smooth curve. The exception is m = 0, with zero transfer where that curve would be close to one.

When the weights vary slowly with angular momentum, a sum over half-odd values and a sum over all integers give nearly the same total. The loss should then be about the weight of m = 0. That weight is 0.143, and the computed loss is 0.843 − 0.700 = 0.143. The close agreement is no accident: for a smooth curve several units wide, the two sums differ by far less than a single term.

Q: How large would the effect be for a packet that starts farther away?

A: At rest, the packet has an angular-momentum variance x₀²⟨p_y²⟩ = x₀²/2, because the terms measured from its own centre give zero for a round Gaussian. For large x₀ the distribution is approximately Gaussian with width x₀/√2, so the weight of m = 0 is

1/[√(2π) · x₀/√2] = 1/(√π x₀).

For x₀ = 4 this gives 0.141, near the computed 0.143. The difference in transferred population thus falls roughly as 1/x₀ while the passage remains fast. It is also small for a packet whose angular momentum is centred far from zero, since such a packet has little m = 0 weight to lose.

Q: Suppose I omit the geometric phase and also delete the diagonal correction. The repulsion is gone, so should the passage recover?

A: It gets worse. The lower-surface population at t = 2.5 falls from 0.700 to 0.642. For m = 0 both coefficients are now zero, but the surfaces are still uncoupled, so the transfer is still zero. The density may reach the intersection, yet it stays on the upper surface.

The components with |m| = 1 suffer as well. Their coefficients become m² − |m| = 0 and m² + |m| = 2, so the two values of ν are 0 and √2. They no longer differ by one, and the sudden formula gives sin²(π/√2) = 0.633. In the actual packet this component transfers with probability 0.726, compared with 0.971 when the correction is retained. The sudden value is not quantitative here, but the direction of the change is the same. The two components |m| = 1 have a total weight of 0.268, so they lose 0.268 · (0.971 − 0.726) = 0.066. This is slightly more than the total fall of 0.058, so the components with larger |m| together gain a little.

Removing the repulsion is therefore not sufficient. What helps the passage is the nonzero derivative coupling in the lowest component, and the same coupling cancels the barrier there.

Q: Which parts of this would you not carry over to my molecule?

A: The separation into components of fixed j relies on a circular cone and a circular well. If the two linear slopes differ, or if quadratic couplings matter, components with different j mix, and the transfer values given here no longer apply. The sign change around an isolated intersection of this kind remains, and so does the need to treat the sign, the diagonal correction and the derivative coupling together. The remaining energies and populations for this model are in the numerical output.

Computed results

```
Units: hbar = mass = oscillator frequency = 1 (osc. units)
kappa = 1.0, packet start x0 = 4.0 osc. units
test radius = 0.7810 osc. length
diagonal correction, eigenvectors = 0.20492 osc. energy
diagonal correction, 1/(8r^2)     = 0.20492 osc. energy
state sign, loop around / outside = -1 / +1
Angular coefficients of 1/(2r^2), dimensionless:
  one surface: GP 0.50, no GP 0.25
  two surfaces, GP: 0.00, 1.00
  two surfaces, no GP: 0.25, 0.25
Lowest bound energies, osc. energy:
  Cartesian diabatic doublet = 0.23303, 0.23303
  radial two-surface, GP     = 0.23303
  radial two-surface, no GP  = 0.23423
  lower surface only, GP     = 0.35408
  lower surface only, no GP  = 0.23423
largest error of 8 GP levels = 5.5e-14 osc. energy
Ground-doublet density at intersection, 1/osc. length^2:
  Cartesian 0.08752, radial 0.08752
Trial energy, GP kept but diagonal correction dropped:
  exponent 0.10: -0.200 osc. energy
  exponent 0.01: -11.495 osc. energy
crossing time = 1.3694 osc. time, speed = 4.8990 osc.
density at r = 0.01, crossing time, 1/osc. length^2:
  GP 0.36039, no GP 0.02248
Lower-surface population (dimensionless):
  t=2.0: GP 0.8501, no GP 0.7067, no GP/no correction 0.6469
  t=2.5: GP 0.8434, no GP 0.6999, no GP/no correction 0.6422
  t=2.5: Cartesian grid 0.8434
  GP minus no GP at t=2.5 = 0.1434
  initial weight of m=0 = 0.1434
Transfer by channel at t=2.5 (dimensionless):
  GP |j|=0.5: weight 0.2821, P 0.9925, Landau-Zener 0.9933
  GP |j|=1.5: weight 0.2468, P 0.9365, Landau-Zener 0.9417
  GP |j|=2.5: weight 0.1895, P 0.8408, Landau-Zener 0.8462
  no GP |m|=0: weight 0.1434, P 0.0000
  no GP |m|=1: weight 0.2683, P 0.9707
  no GP |m|=2: weight 0.2198, P 0.8923
  no GP/no correction |m|=1: P 0.7262
Sudden-limit transfer (dimensionless):
  GP |j|=1/2: 1.0000; no GP m=0: 0.0000
  no GP/no correction |m|=1: 0.6331
```
